**Dipole direction of carbon monoxide: charge transfer, atomic dipoles and correlation**

The program computes the dipole \(\mu\) of CO at bond length \(R=2.132\) bohr, with \(\mu>0\) when carbon is the negative end. It divides the dipole as \(\mu=-q_CR+d_C+d_O\), where \(q_C\) is the Hirshfeld charge of carbon and \(d_C,d_O\) are atomic dipoles about the nuclei. It asserts that Hartree-Fock energy derivatives agree with direct expectation values and that the partition on the grid reproduces the analytic Hartree-Fock dipole. It also asserts that Hartree-Fock and CCSD(T) give opposite directions in two flexible basis sets, while \(q_C\) stays positive in CCSD(T). In aug-cc-pVDZ the output gives \(-0.102\) a.u. for Hartree-Fock and \(+0.056\) a.u. for CCSD(T), and most of the change lies in the charge term. In STO-3G, CCSD(T) is asserted to lie closer to full configuration interaction than half the Hartree-Fock deviation; Hartree-Fock has the right sign in that basis. Further assertions show that Hartree-Fock has the wrong direction at its own energy minimum and that the CCSD(T) dipole is reversed at 2.4 bohr.

## Check in Python

```python
"""Direction of the electric dipole of carbon monoxide.

Result under test: near equilibrium the dipole of CO is C(-)O(+), although
the Hirshfeld charge of C is positive; Hartree-Fock gives C(+)O(-).
Symbols (Hartree atomic units):
  R    bond length; C at z = -R/2, O at z = +R/2
  mu   dipole along z; mu > 0 means that carbon is the negative end
  q_C  Hirshfeld charge of carbon (that of oxygen is -q_C)
  d_C, d_O  atomic dipoles, each about its own nucleus
  identity: mu = -q_C*R + d_C + d_O
Correlated expectation values are derivatives of the total energy with
respect to the strength of an added one-electron operator.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, mp, cc, mcscf, dft, lib

lib.num_threads(1)
STRENGTH = 0.002
DEBYE = (constants.e * constants.physical_constants["Bohr radius"][0]
         * constants.c / 1e-21)


class Molecule:
    """CO with its integrals, kept for repeated calculations."""

    def __init__(self, distance, basis):
        self.R = distance
        self.mol = gto.M(atom=[["C", (0, 0, -distance / 2)],
                               ["O", (0, 0, distance / 2)]],
                         unit="Bohr", basis=basis, verbose=0)
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.z = self.mol.intor("int1e_r")[2]

    def hartree_fock(self, added=None):
        mf = scf.RHF(self.mol)
        core = mf.get_hcore()
        if added is not None:
            core = core + added
        mf.get_hcore = lambda *args: core
        mf._eri = self.eri
        mf.conv_tol = 1e-11
        mf.kernel()
        assert mf.converged
        return mf

    def hf_dipole(self, mf):
        return self.R - np.sum(mf.make_rdm1() * self.z)


def energies(system, added, with_fci=False):
    """Total energies: HF, MP2, CCSD, CCSD(T), and FCI on request."""
    mf = system.hartree_fock(added)
    second_order = mp.MP2(mf, frozen=2)
    second_order.kernel()
    cluster = cc.CCSD(mf, frozen=2)
    cluster.conv_tol = 1e-9
    cluster.conv_tol_normt = 1e-6
    cluster.max_cycle = 100
    cluster.kernel()
    assert cluster.converged
    ccsd = mf.e_tot + cluster.e_corr
    result = [mf.e_tot, mf.e_tot + second_order.e_corr,
              ccsd, ccsd + cluster.ccsd_t()]
    if with_fci:
        full = mcscf.CASCI(mf, 8, 10)
        full.fcisolver.conv_tol = 1e-11
        result.append(full.kernel()[0])
    return np.array(result)


def expectation(system, operator, with_fci=False):
    """Expectation values as central differences of the energy."""
    plus = energies(system, STRENGTH * operator, with_fci)
    minus = energies(system, -STRENGTH * operator, with_fci)
    return (plus - minus) / (2 * STRENGTH)


# Main molecule and its Hartree-Fock density
R = 2.132
co = Molecule(R, "aug-cc-pvdz")
mf = co.hartree_fock()
density = mf.make_rdm1()
mu_hf = co.hf_dipole(mf)

# Hirshfeld weight of carbon from spherical free-atom densities
grid = dft.gen_grid.Grids(co.mol)
grid.level = 4
grid.build()
ao = dft.numint.eval_ao(co.mol, grid.coords)
atoms_dm = np.asarray(scf.hf.init_guess_by_atom(co.mol))
free = []
for atom, electrons in ((0, 6), (1, 8)):
    first, last = co.mol.aoslice_by_atom()[atom, 2:4]
    part = ao[:, first:last]
    n_free = np.sum((part @ atoms_dm[first:last, first:last]) * part, axis=1)
    shifted = grid.coords - co.mol.atom_coord(atom)
    assert abs(grid.weights @ n_free - electrons) < 2e-3
    uneven = grid.weights @ (n_free * (shifted[:, 0]**2 - shifted[:, 2]**2))
    assert abs(uneven) < 1e-2
    free.append(np.maximum(n_free, 0))
w_c = free[0] / (free[0] + free[1] + 1e-200)


def grid_matrix(function):
    return ao.T @ (ao * (grid.weights * function)[:, None])


z_grid = grid.coords[:, 2]
W_C = grid_matrix(w_c)
D_C = grid_matrix(w_c * (z_grid + R / 2))
D_O = grid_matrix((1 - w_c) * (z_grid - R / 2))
q_hf = 6 - np.sum(density * W_C)
dc_hf = -np.sum(density * D_C)
do_hf = -np.sum(density * D_O)
# grid partition against the analytic dipole
assert abs(-q_hf * R + dc_hf + do_hf - mu_hf) < 2e-3

# Highest occupied orbital
homo = mf.mo_coeff[:, 6]
homo_z = homo @ co.z @ homo
homo_on_c = homo @ W_C @ homo
assert mf.mo_energy[6] - mf.mo_energy[5] > 1e-3
assert abs(mf.mo_energy[5] - mf.mo_energy[4]) < 1e-5
assert homo_z < 0 and homo_on_c > 0.5

# Correlated dipole and its partition
mu = R - expectation(co, co.z)
charge = 6 - expectation(co, W_C)
dip_c = -expectation(co, D_C)
assert abs(mu[0] - mu_hf) < 3e-4
assert abs(charge[0] - q_hf) < 3e-4
assert abs(dip_c[0] - dc_hf) < 3e-4
mu_t, q_t, dc_t = mu[3], charge[3], dip_c[3]
do_t = mu_t + q_t * R - dc_t
assert mu_hf < 0 < mu_t
assert q_t > 0 and dc_t > 0 and dc_t + do_t > q_t * R
assert q_t < q_hf
assert abs(mu_t) < 0.5 * q_t * R

# Larger basis
large = {s: [shell for shell in gto.basis.load("aug-cc-pvtz", s)
             if shell[0] < 3] for s in ("C", "O")}
co_large = Molecule(R, large)
mu_large = R - expectation(co_large, co_large.z)
assert mu_large[0] < 0 < mu_large[3]

# Full configuration interaction in a minimal basis
co_small = Molecule(R, "sto-3g")
mu_small = R - expectation(co_small, co_small.z, with_fci=True)
assert abs(mu_small[3] - mu_small[4]) < 0.5 * abs(mu_small[0] - mu_small[4])

# Dependence on the bond length
distances = np.array([1.9, 2.0, 2.1, 2.2, 2.3])
curve_e, curve_mu = [], []
for distance in distances:
    point = Molecule(distance, "aug-cc-pvdz")
    solution = point.hartree_fock()
    curve_e.append(solution.e_tot)
    curve_mu.append(point.hf_dipole(solution))


def root_in_range(coefficients):
    roots = np.roots(coefficients)
    real = roots[np.abs(roots.imag) < 1e-9].real
    inside = real[(real > -0.2) & (real < 0.2)]
    assert len(inside) == 1
    return 2.1 + inside[0]


R_min = root_in_range(np.polyder(np.polyfit(distances - 2.1, curve_e, 4)))
R_zero = root_in_range(np.polyfit(distances - 2.1, curve_mu, 4))
at_min = Molecule(R_min, "aug-cc-pvdz")
mu_min = at_min.hf_dipole(at_min.hartree_fock())
at_zero = Molecule(R_zero, "aug-cc-pvdz")
mu_zero = at_zero.hf_dipole(at_zero.hartree_fock())
assert abs(mu_zero) < 2e-4
assert R_zero < R_min and mu_min < 0 and curve_mu[0] > 0
R_long = 2.4
stretched = Molecule(R_long, "aug-cc-pvdz")
mu_long = R_long - expectation(stretched, stretched.z)
assert mu_long[3] < 0

names = ["HF", "MP2", "CCSD", "CCSD(T)", "FCI"]
print("Positive mu: carbon is the negative end")
print(f"bond length R = {R:.3f} bohr")
print(f"added-operator strength = {STRENGTH:.3f} a.u.")
print(f"1 a.u. of dipole = {DEBYE:.5f} debye")
print("Dipole, aug-cc-pVDZ:")
for name, value in zip(names, mu):
    print(f"  {name}: {value:+.4f} a.u. = {value * DEBYE:+.3f} debye")
print("Dipole, aug-cc-pVTZ without f functions:")
for name, value in zip(names, mu_large):
    print(f"  {name}: {value:+.4f} a.u.")
print("Dipole, STO-3G (test of correlation treatment only):")
for name, value in zip(names, mu_small):
    print(f"  {name}: {value:+.4f} a.u.")
print("Hirshfeld partition, aug-cc-pVDZ:")
for name, q, dc, do in (("HF", q_hf, dc_hf, do_hf),
                        ("CCSD(T)", q_t, dc_t, do_t)):
    print(f"  {name}: charge of C q_C = {q:+.4f} e")
    print(f"  {name}: charge term -q_C*R = {-q * R:+.4f} a.u.")
    print(f"  {name}: atomic dipole d_C = {dc:+.4f} a.u.")
    print(f"  {name}: atomic dipole d_O = {do:+.4f} a.u.")
print("Change from HF to CCSD(T):")
print(f"  total dipole: {mu_t - mu_hf:+.4f} a.u.")
print(f"  charge term: {-(q_t - q_hf) * R:+.4f} a.u.")
print(f"  d_C: {dc_t - dc_hf:+.4f} a.u.")
print(f"  d_O: {do_t - do_hf:+.4f} a.u.")
print("Highest occupied orbital (sigma), HF:")
print(f"  energy = {mf.mo_energy[6]:.4f} hartree")
print(f"  centroid z = {homo_z:+.3f} bohr; C at {-R / 2:+.3f} bohr")
print(f"  fraction in Hirshfeld region of C = {homo_on_c:.3f}")
print("Bond-length dependence, aug-cc-pVDZ:")
for distance, value in zip(distances, curve_mu):
    print(f"  HF dipole at R = {distance:.1f} bohr: {value:+.4f} a.u.")
print(f"  HF dipole vanishes at R = {R_zero:.3f} bohr")
print(f"  HF energy minimum at R = {R_min:.3f} bohr")
print(f"  HF dipole at that minimum = {mu_min:+.4f} a.u.")
print(f"  CCSD(T) dipole at R = {R_long:.1f} bohr: {mu_long[3]:+.4f} a.u.")
print("all good")
```

Running it gives:

```
Positive mu: carbon is the negative end
bond length R = 2.132 bohr
added-operator strength = 0.002 a.u.
1 a.u. of dipole = 2.54175 debye
Dipole, aug-cc-pVDZ:
  HF: -0.1020 a.u. = -0.259 debye
  MP2: +0.1167 a.u. = +0.297 debye
  CCSD: +0.0380 a.u. = +0.097 debye
  CCSD(T): +0.0555 a.u. = +0.141 debye
Dipole, aug-cc-pVTZ without f functions:
  HF: -0.1033 a.u.
  MP2: +0.1133 a.u.
  CCSD: +0.0326 a.u.
  CCSD(T): +0.0544 a.u.
Dipole, STO-3G (test of correlation treatment only):
  HF: +0.0662 a.u.
  MP2: +0.3116 a.u.
  CCSD: +0.2569 a.u.
  CCSD(T): +0.2434 a.u.
  FCI: +0.2483 a.u.
Hirshfeld partition, aug-cc-pVDZ:
  HF: charge of C q_C = +0.1641 e
  HF: charge term -q_C*R = -0.3499 a.u.
  HF: atomic dipole d_C = +0.1441 a.u.
  HF: atomic dipole d_O = +0.1038 a.u.
  CCSD(T): charge of C q_C = +0.0962 e
  CCSD(T): charge term -q_C*R = -0.2050 a.u.
  CCSD(T): atomic dipole d_C = +0.1554 a.u.
  CCSD(T): atomic dipole d_O = +0.1051 a.u.
Change from HF to CCSD(T):
  total dipole: +0.1575 a.u.
  charge term: +0.1449 a.u.
  d_C: +0.0113 a.u.
  d_O: +0.0013 a.u.
Highest occupied orbital (sigma), HF:
  energy = -0.5547 hartree
  centroid z = -1.568 bohr; C at -1.066 bohr
  fraction in Hirshfeld region of C = 0.861
Bond-length dependence, aug-cc-pVDZ:
  HF dipole at R = 1.9 bohr: +0.1232 a.u.
  HF dipole at R = 2.0 bohr: +0.0293 a.u.
  HF dipole at R = 2.1 bohr: -0.0695 a.u.
  HF dipole at R = 2.2 bohr: -0.1723 a.u.
  HF dipole at R = 2.3 bohr: -0.2783 a.u.
  HF dipole vanishes at R = 2.030 bohr
  HF energy minimum at R = 2.099 bohr
  HF dipole at that minimum = -0.0685 a.u.
  CCSD(T) dipole at R = 2.4 bohr: -0.1201 a.u.
all good
```
